# Effective Spring Constant of a Classical Particle in a Quartic Potential: verification in Python

```python
"""Self-consistent harmonic approximation for a classical quartic particle.

Result under test: for V(x) = g x^4/4 at temperature T, the harmonic trial
potential K (x-c)^2/2 that minimizes the Gibbs-Bogoliubov free energy has
c = 0 and K = sqrt(3 g kB T).
Symbols: g quartic constant (eV/A^4), m mass (eV ps^2/A^2), kT thermal
energy (eV), K effective spring constant (eV/A^2), x displacement (A).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import gamma

KB = const.k / const.e                    # eV/K
HBAR = const.hbar / const.e * 1e12        # eV ps
g = 1.0
mass_u = 50.0
m = mass_u * const.atomic_mass / const.e * 1e4
T = 300.0
kT = KB * T


def potential(x):
    return g * x**4 / 4


def K_formula(temperature):
    return np.sqrt(3 * g * KB * temperature)


def gaussian_average(func, K, kt, center=0.0):
    """Average of func in the thermal state of a harmonic trial potential."""
    u = np.linspace(-12, 12, 2001) * np.sqrt(kt / K)
    w = np.exp(-K * u**2 / (2 * kt))
    return np.sum(w * func(center + u)) / np.sum(w)


def trial_free_energy(center, K):
    """Configurational bound F0 + <V - V0>, in units of kT, length unit 1 A."""
    u = np.linspace(-12, 12, 2001) * np.sqrt(kT / K)
    w = np.exp(-K * u**2 / (2 * kT))
    z0 = np.sum(w) * (u[1] - u[0])
    difference = potential(center + u) - K * u**2 / 2
    return -np.log(z0) + np.sum(w * difference) / np.sum(w) / kT


K = K_formula(T)
length = (kT / g)**0.25

# Direct minimization over centre and stiffness, started away from the answer
best = minimize(lambda p: trial_free_energy(p[0] * length, np.exp(p[1])),
                [0.5, np.log(1.0)], method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-14, maxiter=2000))
K_min = np.exp(best.x[1])
assert abs(K_min / K - 1) < 1e-5
assert abs(best.x[0]) < 1e-5

# Self-consistency with the curvature taken by finite differences of V
def curvature(x, h=1e-3):
    return (potential(x + h) - 2 * potential(x) + potential(x - h)) / h**2


for temp in (30.0, 300.0, 1200.0):
    root = brentq(lambda k: k - gaussian_average(curvature, k, KB * temp),
                  0.01, 10.0, xtol=1e-13)
    assert abs(root / K_formula(temp) - 1) < 1e-5

# Plain iteration cycles with period two; averaging old and new converges
K_start = 1.0
K_one = gaussian_average(curvature, K_start, kT)
K_two = gaussian_average(curvature, K_one, kT)
assert abs(K_two / K_start - 1) < 1e-4 and abs(K_one / K_start - 1) > 0.1
K_mixed = K_start
for _ in range(12):
    K_mixed = 0.5 * (K_mixed + gaussian_average(curvature, K_mixed, kT))
assert abs(K_mixed / K - 1) < 1e-5

# Exact classical statistics by direct integration
xg = np.linspace(-6, 6, 8001) * length
boltz = np.exp(-potential(xg) / kT)
Zx = np.sum(boltz) * (xg[1] - xg[0])


def exact_average(values):
    return np.sum(boltz * values) / np.sum(boltz)


x2_exact = exact_average(xg**2)
x2_gamma = 2 * np.sqrt(kT / g) * gamma(0.75) / gamma(0.25)
assert abs(x2_exact / x2_gamma - 1) < 1e-9
K_spread = kT / x2_exact
K_curv = exact_average(curvature(xg))
K_force = exact_average((g * xg**3)**2) / kT
assert abs(K_curv / K_force - 1) < 1e-5
assert abs(np.sqrt(K_spread * K_force) / K - 1) < 1e-9
assert K_spread < K < K_force
V_exact = exact_average(potential(xg)) / kT
V_trial = gaussian_average(potential, K, kT) / kT
assert abs(V_exact - 0.25) < 1e-9 and abs(V_trial - 0.25) < 1e-9

# Free-energy bound and its excess at the minimum
F_exact = -np.log(Zx)
excess = best.fun - F_exact
excess_formula = (np.log(gamma(0.25) / np.sqrt(2))
                  - 0.5 * np.log(2 * np.pi / np.sqrt(3)) - 0.25)
assert abs(excess - excess_formula) < 1e-8
for k_try in np.geomspace(0.02, 5, 30):
    for c_try in (0.0, 0.2, 0.5):
        assert trial_free_energy(c_try, k_try) > F_exact

# Orbit frequencies: period integral against an integrated trajectory
shape = quad(lambda a: 1 / np.sqrt(1 + np.sin(a)**2), 0, np.pi / 2)[0]


def orbit_frequency(energy):
    amplitude = (4 * energy / g)**0.25
    return 2 * np.pi * amplitude / (4 * np.sqrt(2 * m / g) * shape)


def crossing(t, y):
    return y[0]


crossing.terminal = True
run = solve_ivp(lambda t, y: [y[1], -g * y[0]**3 / m], (0, 10),
                [(4 * kT / g)**0.25, 0.0], events=crossing,
                rtol=1e-10, atol=1e-12)
omega_run = 2 * np.pi / (4 * run.t_events[0][0])
assert abs(omega_run / orbit_frequency(kT) - 1) < 1e-6

# Thermal mean orbit frequency: phase-space average against closed form
half = (np.arange(600) + 0.5) / 600
X, P = np.meshgrid(4 * length * half, 8 * np.sqrt(m * kT) * half)
H = P**2 / (2 * m) + potential(X)
weight = np.exp(-H / kT)
omega_mean = np.sum(weight * orbit_frequency(H)) / np.sum(weight)
omega_closed = 2 * np.pi * kT / (np.sqrt(2 * np.pi * m * kT) * Zx)
assert abs(omega_mean / omega_closed - 1) < 1e-4
omega = np.sqrt(K / m)
assert omega > omega_mean


# Quantum check of the classical assumption in an oscillator basis
def quantum_x2(temperature, size):
    w0 = 2 * omega
    n = np.arange(1, size + 8)
    lower = np.diag(np.sqrt(n), 1)
    x = np.sqrt(HBAR / (2 * m * w0)) * (lower + lower.T)
    d = lower - lower.T
    x2 = x @ x
    ham = -(HBAR * w0 / 4) * (d @ d) + g * (x2 @ x2) / 4
    levels, vec = np.linalg.eigh(ham[:size, :size])
    pop = np.exp(-(levels - levels[0]) / (KB * temperature))
    diag = np.sum(vec * (x2[:size, :size] @ vec), axis=0)
    return np.sum(pop * diag) / np.sum(pop)


T_cold = 3.0
x2_q = quantum_x2(T, 240)
assert abs(x2_q / quantum_x2(T, 180) - 1) < 1e-6
ratio_hot = x2_q / x2_exact
x2_cold = 2 * np.sqrt(KB * T_cold / g) * gamma(0.75) / gamma(0.25)
ratio_cold = quantum_x2(T_cold, 240) / x2_cold
assert abs(ratio_hot - 1) < 0.01 and ratio_cold > 1.3

omega_cold = np.sqrt(K_formula(T_cold) / m)
to_cgs = const.e * 1e20 * 1e3             # eV/A^2 to dyn/cm
print(f"quartic constant g = {g:.1f} eV/A^4")
print(f"mass m = {mass_u:.1f} u")
print(f"temperature T = {T:.0f} K")
print(f"thermal energy kB T = {kT:.6f} eV")
print(f"K from formula = {K:.5f} eV/A^2")
print(f"K from formula, converted = {K * to_cgs:.1f} dyn/cm")
print(f"K from direct minimization = {K_min:.5f} eV/A^2")
print(f"K at 1200 K = {K_formula(1200.0):.5f} eV/A^2")
print(f"plain iteration, start = {K_start:.5f} eV/A^2")
print(f"plain iteration, after one step = {K_one:.5f} eV/A^2")
print(f"plain iteration, after two steps = {K_two:.5f} eV/A^2")
print(f"averaged iteration, after 12 steps = {K_mixed:.5f} eV/A^2")
print(f"trial variance kB T/K = {kT / K:.5f} A^2")
print(f"exact classical variance = {x2_exact:.5f} A^2")
print(f"trial rms displacement = {np.sqrt(kT / K):.4f} A")
print(f"exact classical rms displacement = {np.sqrt(x2_exact):.4f} A")
print(f"trial/exact variance = {kT / K / x2_exact:.4f} (no unit)")
print(f"exact stiffness from spread K_x = {K_spread:.5f} eV/A^2")
print(f"exact mean curvature K_f = {K_force:.5f} eV/A^2")
print(f"K/K_x = {K / K_spread:.4f} (no unit)")
print(f"K/K_f = {K / K_force:.4f} (no unit)")
print(f"mean potential energy, trial state = {V_trial:.4f} kB T")
print(f"mean potential energy, exact = {V_exact:.4f} kB T")
print(f"free-energy excess of the bound = {excess:.4f} kB T")
print(f"effective angular frequency = {omega:.4f} rad/ps")
print(f"effective frequency omega/(2 pi) = {omega / (2 * np.pi):.4f} THz")
print(f"thermal mean orbit frequency = {omega_mean:.4f} rad/ps")
print(f"effective/mean orbit frequency = {omega / omega_mean:.4f} (no unit)")
print(f"hbar omega/(kB T) at 300 K = {HBAR * omega / kT:.4f} (no unit)")
print(f"quantum/classical variance at 300 K = {ratio_hot:.5f} (no unit)")
print(f"cold temperature = {T_cold:.0f} K")
print(f"hbar omega/(kB T) at 3 K = {HBAR * omega_cold / (KB * T_cold):.3f}"
      " (no unit)")
print(f"quantum/classical variance at 3 K = {ratio_cold:.3f} (no unit)")
print("all assertions hold")
```

Printed output:

```
quartic constant g = 1.0 eV/A^4
mass m = 50.0 u
temperature T = 300 K
thermal energy kB T = 0.025852 eV
K from formula = 0.27849 eV/A^2
K from formula, converted = 4461.9 dyn/cm
K from direct minimization = 0.27849 eV/A^2
K at 1200 K = 0.55698 eV/A^2
plain iteration, start = 1.00000 eV/A^2
plain iteration, after one step = 0.07756 eV/A^2
plain iteration, after two steps = 0.99999 eV/A^2
averaged iteration, after 12 steps = 0.27849 eV/A^2
trial variance kB T/K = 0.09283 A^2
exact classical variance = 0.10869 A^2
trial rms displacement = 0.3047 A
exact classical rms displacement = 0.3297 A
trial/exact variance = 0.8541 (no unit)
exact stiffness from spread K_x = 0.23786 eV/A^2
exact mean curvature K_f = 0.32606 eV/A^2
K/K_x = 1.1708 (no unit)
K/K_f = 0.8541 (no unit)
mean potential energy, trial state = 0.2500 kB T
mean potential energy, exact = 0.2500 kB T
free-energy excess of the bound = 0.0472 kB T
effective angular frequency = 7.3308 rad/ps
effective frequency omega/(2 pi) = 1.1667 THz
thermal mean orbit frequency = 5.4462 rad/ps
effective/mean orbit frequency = 1.3460 (no unit)
hbar omega/(kB T) at 300 K = 0.1866 (no unit)
quantum/classical variance at 300 K = 1.00046 (no unit)
cold temperature = 3 K
hbar omega/(kB T) at 3 K = 5.902 (no unit)
quantum/classical variance at 3 K = 1.836 (no unit)
all assertions hold
```
